Does undoped graphene have a Keldysh screening length?

**Q:** I need the interaction between charges in a suspended graphene sheet. A thin layer polarizes only in its plane, so I take the Keldysh form ε(q) = 1 + r₀q, with r₀ proportional to the sheet polarizability. Graphene is as thin as a layer can be. I just need the value of r₀.

**A:** Thinness is not enough. Let us see what the form assumes, in Hartree atomic units. An external potential energy U_ext with in-plane wave vector q induces an electron density n = −ΠU, where U is the total potential energy and Π(q) > 0 is the static polarizability per area. The Coulomb interaction in a plane has the Fourier transform 2π/q. In the random-phase approximation the electrons respond to the total potential as independent particles:

U = U_ext − (2π/q) Π U, so U_ext/U = ε(q) = 1 + 2πΠ(q)/q.

You obtain 1 + r₀q if Π = αq² at small q, and then r₀ = 2πα. The factor q² says that a uniform field E induces a finite dipole density αE. That is a property of an insulator with a gap.

**Q:** Undoped graphene has no free carriers at zero temperature. Why would it not behave like an insulator with a small gap?

**A:** Because transitions of arbitrarily low energy are available. Take two isotropic cones, E = ±vk, lower branch full and upper branch empty. With two spins and two valleys the degeneracy is g = 4. With no gap, no doping and no temperature, v and q are the only quantities in the problem. Π is a number of states per area and energy, so it goes as q² divided by vq:

Π(q) = C q/v.

A term αq² would need a length that the cones do not contain.

**Q:** Then I need C. Can it be found without a numerical sum?

**A:** Yes. The perturbation mixes a filled lower state at k with an empty upper state at k + q. Write k′ = |k + q| and let θ be the angle between the two wave vectors. The spinors are (1, −e^{iφ})/√2 below and (1, e^{iφ′})/√2 above, so their squared overlap is

F = |1 − e^{i(φ′−φ)}|²/4 = (1 − cos θ)/2.

First-order perturbation theory divides by the energy difference −v(k + k′). The density gets two equal contributions, one from the changed state and one from its complex conjugate. Hence

Π = g ∫ d²k/(2π)² · 2F/[v(k + k′)] = g ∫ d²k/(2π)² (1 − cos θ)/[v(k + k′)].

Now use elliptic coordinates with foci at k = 0 and k = −q:

k + k′ = q cosh μ, k′ − k = q cos ν, with 0 ≤ μ < ∞ and 0 ≤ ν < 2π.

The area element is (q²/4)(cosh²μ − cos²ν) dμ dν. The prefactor is [(k + k′)² − (k′ − k)²]/4 = kk′, so d²k = kk′ dμ dν. The law of cosines gives

q² = k² + k′² − 2kk′cos θ = (k′ − k)² + 2kk′(1 − cos θ),

and therefore kk′(1 − cos θ) = (q² − q²cos²ν)/2 = (q²/2) sin²ν. Inserting this,

Π = g/(4π²v) · ∫dμ ∫dν (q²/2) sin²ν/(q cosh μ)
= gq/(8π²v) · π · (π/2)
= gq/(16v).

The ν integral is π. The μ integral is 2 arctan(e^μ) between 0 and ∞, which is π − π/2 = π/2. For g = 4,

Π = q/(4v), ε = 1 + (2π/q)(q/4v) = 1 + π/(2v).

The q from the polarizability cancels the 1/q of the Coulomb interaction.

**Q:** What is that constant for graphene?

**A:** Take v = 1.0 × 10⁶ m/s, a rough typical value, or 0.4571 atomic units. Then ε = 1 + 1.5708/0.4571 ≈ 4.44. In laboratory units 1/v becomes e²/(4πε₀ħv) = 1.440 eV nm/0.658 eV nm = 2.19, and ε = 1 + (π/2)(2.19) gives the same value.

Direct quadrature of the response, with spinors from diagonalizing the two-band Hamiltonian, gives 4.4364 at q = 0.002, 0.2 and 2 nm⁻¹. If you insist on reading a length from (ε − 1)/q, you get 1718, 17.2 and 1.72 nm. The "length" reports the wave vector at which you looked.

**Q:** Suppose I open a tiny gap. The Keldysh form must then be right, and I could let the gap go to zero at the end.

**A:** It is right only for wave vectors that shrink with the gap. Add a mass m, so that E = √(m² + v²k²) and the gap is E_g = 2m. At small q the spinor changes by first-order perturbation theory under the change vσ_x q of the Hamiltonian, with q along x:

F = q²v² |⟨+|σ_x|−⟩|²/(2E)².

The states |±⟩ are spins along and against a unit vector n. Since σ_x² = 1, completeness gives |⟨+|σ_x|−⟩|² = 1 − n_x². Averaged over the direction of k, n_x² is v²k²/(2E²) = (1 − m²/E²)/2, so

F = q²(v²/8)(1/E² + m²/E⁴).

The energy denominator is now 2E, and k dk = E dE/v². Then

Π = g ∫ k dk/(2π) · 2F/(2E)
= gq²/(16π) ∫ₘ^∞ dE (1/E² + m²/E⁴)
= gq²/(16π) · [1/m + 1/(3m)]
= gq²/(12πm).

For g = 4 this gives r₀ = 2πΠ/q² = 2/(3m) = 4/(3E_g), in which the velocity has cancelled. The expansion requires vq ≪ E_g.

Here are three model gaps at the same q = 0.2 nm⁻¹, where ħvq = 0.13 eV:

- E_g = 0.4 eV: r₀ = 4.8 nm. The full cone response gives ε = 1.92, the Keldysh form 1.96.
- E_g = 0.1 eV: r₀ = 19.2 nm. The values are 3.51 and 4.84.
- E_g = 0.01 eV: r₀ = 192 nm. The values are 4.42 and 39.4.

As the gap closes at fixed q, r₀ diverges while ε approaches 4.44. If q goes to zero first at fixed gap, ε goes to 1. The two limits cannot be exchanged.

**Q:** I could still fit r₀ at the wave vector that matters to me. For charges about 5 nm apart I would match at q = 0.2 nm⁻¹ and use r₀ = 17.2 nm. Is that harmless?

**A:** No, because a distance does not select one wave vector. After the angular integration, the interaction energy of two like unit charges in the plane is

V(r) = ∫₀^∞ dq J₀(qr)/ε(q),

where J₀ is the Bessel function, and all wave vectors up to roughly 1/r contribute. For constant ε, the integral of J₀(qr) is 1/r, so

V(r) = 1/(εr).

For the Keldysh form, write 1/(1 + r₀q) = ∫₀^∞ dt e^{−t(1+r₀q)} and use ∫₀^∞ dq J₀(qr)e^{−qz} = 1/√(r² + z²) with z = r₀t:

V_K(r) = ∫₀^∞ dt e^{−t}/√(r² + r₀²t²).

For r ≫ r₀ this is 1/r, with no screening left. For r ≪ r₀, integration by parts turns it into (1/r₀)∫dt e^{−t} arsinh(r₀t/r). There arsinh(x) ≈ ln 2x, which gives

V_K ≈ (1/r₀)[ln(2r₀/r) − 0.577].

Neither limit is graphene's 1/(εr). With your fitted length the energies are:

- r = 1 nm: cone 325 meV, Keldysh 253 meV.
- r = 5 nm: cone 65 meV, Keldysh 133 meV.
- r = 50 nm: cone 6.5 meV, Keldysh 26.7 meV.

The first cone value is 1440 meV nm/(4.44 × 1 nm). At 5 nm the fitted form is too large by a factor of two, although 1/r equals the matching wave vector. Below that wave vector its dielectric function is smaller than 4.44, and those components enter the integral too.

**Q:** Where does the screening charge sit, if there is no length over which it could spread?

**A:** For a unit positive charge in the plane, the induced charge has the Fourier transform 1/ε − 1. In the cone model this is constant, so the induced charge is a point charge of −0.77 e at the impurity, with compensation at infinity. In a Keldysh layer 1/ε − 1 vanishes at q = 0, so the induced charge summed over the whole plane is zero, with nothing pushed to infinity. It is spread over the length r₀: the charge inside a radius R is close to −e for R ≪ r₀, −0.54 e at R = r₀ and −0.10 e at R = 10 r₀, and it falls off as −e r₀/R.

A gapped cone connects the two pictures. For a gap of 0.1 eV the crossover length ħv/m is 13 nm. At 0.05 nm the ratio of V to the bare interaction is 0.228, close to 1/4.44 = 0.225. At 400 nm it is 0.998. The first distance is shorter than a bond and tests only the mathematics of the cone.

**Q:** Can I use the 1/(εr) interaction to get a hydrogen-like exciton in the gapless sheet?

**A:** Not for a pair at rest in this static model. The kinetic energy of an electron and a hole on the cones scales as 1/length, and so does 1/(εr). If a bound state of energy E existed, compressing its wave function by any factor λ > 0 would give another solution with energy λE. So a pair at rest has no isolated level and no preferred radius. The argument fails if the attraction is strong enough to pull the pair together without limit, because the bond length then enters. I have not shown that the coupling in a suspended sheet is weak enough to exclude this. A pair with nonzero total momentum also has a length scale. For a pair at rest, a gap supplies one.

**Q:** My sample is at room temperature. Does the constant survive?

**A:** At short wavelengths, approximately; at long distances, no. Thermal electrons and holes give a nonzero Π at q = 0. The density of states is g|E|/(2πv²). With T as an energy and f the Fermi function at zero chemical potential,

Π(0) = ∫dE g|E|/(2πv²) · (−df/dE) = g/(πv²) ∫₀^∞ f dE = gT ln 2/(πv²).

The second step combines the two equal halves and integrates by parts. For vq ≪ T the sheet therefore screens as a metal, ε ≈ 1 + q_s/q with q_s = 2πΠ(0). At 300 K, q_s = 0.48 nm⁻¹ and the thermal length ħv/(k_BT) is 25 nm.

At q = 0.2 nm⁻¹ the dielectric function rises only from 4.44 to 4.94. In real space the change is much larger: at 5 nm the energy falls from 65 to 38 meV, and at 50 nm from 6.5 to 0.06 meV. The integral for V(r) includes the smallest wave vectors, where 1/ε now drops to zero instead of staying at 0.225.

The cones contain no other scale, so rV depends on r and T only through rT/v, and cooling restores the constant at a given distance. At 10 K the energy at 5 nm is 63.9 meV, against 64.9 meV at zero temperature.

**Q:** How close is all this to a real suspended sheet?

**A:** The velocity and the bond length of 0.142 nm are rough typical values for graphene, but 4.44 is a result of the model, not a measurement. A supporting substrate would add its own screening, which is not included here. The other omissions can be sized at q = 0.2 nm⁻¹ unless stated otherwise:

- **Residual charge.** A Fermi level of 11.7 meV, which corresponds to 10¹⁰ cm⁻² at zero temperature, moves the 300 K value from 4.94 to 4.98. In a cold sheet its effect shows at long distances: at zero temperature this charge lowers the energy from 65 to 58 meV at 5 nm and from 6.5 to 1.0 meV at 50 nm.
- **The real π band.** A sum over the honeycomb zone, with both valleys arising by themselves, gives 1.0017 times the cone polarizability at 0.5 nm⁻¹ and 1.0001 times at 1 nm⁻¹. Linear extrapolation to q = 0 gives 1.0033 instead of 1. This comes from curvature in q. An integration converged in the mesh gives 1.0005, 1.0010, 1.0015 and 1.0002 at 0.1, 0.2, 0.5 and 1 nm⁻¹ for the same (zigzag) direction, so the grid sum is off by one or two units in the last digit; the armchair direction differs by up to 0.0005 at these wave vectors. At these wave vectors the deviation is below two parts in a thousand; at 2 nm⁻¹ it is about −1%.
- **Sigma electrons.** These do have a gap. An assumed 1 Å³ per atom gives a length of 2π × 2 × 0.001 nm³/0.0524 nm² = 0.24 nm, which adds about 0.05 to ε.
- **Interactions beyond the random-phase approximation.** At this wave vector, this is the largest item on the list.

**Q:** Why is that last one large?

**A:** Exchange with the filled lower cone steepens the bands. The squared overlap of a state in branch s = ±1 at k with a filled state at p is (1 − s cos θ)/2, where θ is now the angle between k and p. The branch-dependent exchange energy is therefore s δE, with

δE(k) = ½ ∫ d²p/(2π)² · 2π/(ε|k − p|) · cos θ.

For p ≫ k, 1/|k − p| ≈ 1/p + k cos θ/p². The first term averages to zero and the second gives πk/p² after the angular integral. Thus, to leading logarithm up to a cutoff Λ,

δE ≈ k/(4ε) · ∫ dp/p = k/(4ε) · ln(Λ/k), δv/v ≈ (β/4) ln(Λ/k), β = 1/(vε).

Here β = 2.19/4.44 = 0.493. I choose Λ = 10.95 nm⁻¹, so that two discs of this radius fill the Brillouin zone. The logarithm alone gives 0.123 × ln(10.95/0.2) ≈ 0.49, and the full integral gives δE/(vk) = 0.60. The slope of the band rises less, by 0.48, because the relative gain falls with k. If 10⁶ m/s is the velocity before this exchange energy is added, raising v in the formula by 60% lowers ε from 4.44 to about 3.1; with Λ halved or doubled, the gain is 52% or 69% and ε is 3.3 or 3.0. I use the 60% here because the response contains the energies, not the slopes; letting the gain vary with k inside the response integral gives an effective 59% and ε = 3.16. That is an estimate of sensitivity, not a corrected dielectric constant: other interaction terms are missing, among them the attraction between the excited electron and the hole, which to first order raises ε again, and a velocity measured at low energy would already contain part of the gain.

**Q:** Does the same β limit the use of linear response for a unit charge?

**A:** Yes. Near an attractive charge the potential energy −1/(εr) outweighs the energy of the state, and the Dirac equation becomes σ·p ψ = (β/r)ψ. For the lowest angular momentum take ψ = (a(r), i b(r)e^{iφ}). The two components give

r da/dr = −βb, r db/dr = βa − b.

Powers a, b ∝ rˢ require sa = −βb and (s + 1)b = βa. Eliminating a gives s(s + 1) = −β², so

s = −½ ± √(¼ − β²).

For β > ½ the exponents are complex: the wave function oscillates without end towards the charge, and the smooth linear picture fails. For v = 10⁶ m/s the value 0.493 lies just below that threshold, too close for linear screening of a unit charge in a suspended sheet to be taken as secure. The 60% larger velocity would give β = 0.43, so the distance to the threshold is itself uncertain. A weak test charge does not have this problem.

**Q:** So what should I put into my calculation?

**A:** For an undoped, cold, suspended sheet and a weak charge, use V = 1/(εr) with ε = 1 + π/(2v) at distances well above the bond length and very far below ħv/(k_BT), and carry the interaction uncertainty with it. A factor of five is not enough: at 300 K, where ħv/(k_BT) is 25 nm, the energy is already about 40% lower than 1/(εr) at 5 nm, and 9% lower at 1 nm. At larger distances use the thermal response. Residual charge sets a limit of its own even in the cold: with 10¹⁰ cm⁻² the energy at 5 nm is about 11% lower, and at 50 nm about 84% lower. Keep r₀ = 4/(3E_g) for a gapped cone with vq ≪ E_g. In real space, for the 0.1 eV gap, the Keldysh energy is within 2% of the full gapped-cone result from ħv/E_g = 6.6 nm outwards, but 22% too low at 2 nm. The numerical output below gives many of the values to more digits.

Table of computed values

```
cone velocity = 1.00e+06 m/s
cone velocity = 0.4571 atomic units
hbar v = 0.6582 eV nm
e^2/(4 pi eps0) = 1.4400 eV nm
epsilon, formula = 4.4364
q = 0.002 1/nm: epsilon, quadrature = 4.4364, (eps-1)/q = 1718.21 nm
q = 0.2 1/nm: epsilon, quadrature = 4.4364, (eps-1)/q = 17.18 nm
q = 2 1/nm: epsilon, quadrature = 4.4364, (eps-1)/q = 1.72 nm
screening charge at impurity = -0.7746 e
reference wave vector = 0.20 1/nm
gap 0.4 eV: r0 = 4.80 nm, epsilon(q_ref) = 1.921, 1+r0*q_ref = 1.960
gap 0.1 eV: r0 = 19.20 nm, epsilon(q_ref) = 3.514, 1+r0*q_ref = 4.840
gap 0.01 eV: r0 = 192.00 nm, epsilon(q_ref) = 4.418, 1+r0*q_ref = 39.399
gap 0.1 eV: hbar v/mass = 13.16 nm
gap 0.1 eV: r V/COUL at 0.05 nm = 0.2284
gap 0.1 eV: r V/COUL at 400 nm = 0.9978
Keldysh length matched at q_ref = 17.18 nm
r = 1 nm: cone 324.58, Keldysh 252.64, cone at 300 K 294.64 meV
r = 5 nm: cone 64.92, Keldysh 133.18, cone at 300 K 37.99 meV
r = 50 nm: cone 6.49, Keldysh 26.71, cone at 300 K 0.06 meV
r = 5 nm: cone at 10 K = 63.91 meV
k_B T at 300 K = 25.85 meV
thermal length hbar v/(k_B T), 300 K = 25.46 nm
thermal screening wave vector, 300 K = 0.4765 1/nm
epsilon(q_ref) at 300 K = 4.942
Fermi level for 1e10 cm^-2 at 0 K = 11.67 meV
epsilon(q_ref), 300 K and this level = 4.980
bond length = 0.142 nm, hopping = 3.090 eV
lattice/cone polarizability, q = 0.5 1/nm: 1.0017
lattice/cone polarizability, q = 1.0 1/nm: 1.0001
same ratio extrapolated to q = 0: 1.0033
assumed sigma polarizability = 1 cubic angstrom per atom
sigma length = 0.240 nm
sigma addition to epsilon(q_ref) = 0.048
exchange cutoff = 10.95 1/nm
exchange velocity gain at q_ref = 60.3 percent
exchange log slope = 0.1233, beta/4 = 0.1233
epsilon with velocity raised by this gain = 3.144
screened coupling beta = 0.4931 (collapse at 0.5)
```
